# Ferroelectric switching with gamma-distributed seed densities: from power law to Avrami, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one seed density to a gamma law

### 1. A film with one seed density

Take a ferroelectric film that is fully polarized one way. At time $t=0$ a reversing voltage is applied. Seeds of the new polarization are scattered at random over the film with mean number $n$ per unit area, and all of them start to grow at once. Each seed spans the film thickness, so growth is two-dimensional: a disc whose radius at time $t$ is $vt$, with one wall speed $v$ everywhere.

A point $P$ is still unswitched at time $t$ if and only if no seed lies within the distance $vt$ of it. One might worry that the disc nearest to $P$ is held up by meeting another disc on the way. It is not. Let $a$ be the seed nearest to $P$, let $b$ be any other seed, and let $P'$ lie on the straight line from $a$ to $P$. The triangle inequality gives

$$|P'b|\ge |Pb|-|PP'|\ge |Pa|-|PP'|=|P'a| .$$

So $a$ is also the nearest seed for every point of that line, and no other domain gets there first. The overlap of growing domains therefore needs no separate correction.

The remaining question is the chance that a disc of area $A=\pi v^2t^2$ is free of seeds. Divide it into $M$ small cells of area $A/M$. For large $M$ a cell holds a seed with probability $nA/M$, and the cells are independent because the seeds are placed independently. Hence

$$P_0=\lim_{M\to\infty}\left(1-\frac{nA}{M}\right)^M=e^{-nA}.$$

This is the Poisson no-seed probability. It is also the unswitched area fraction, since every point of a large uniform film has the same chance of being unswitched:

$$u=e^{-\pi n v^2t^2}.$$

This is the Avrami law with exponent 2. Both factors of $t$ come from the area of the disc. As a check on the limits, $u=1$ at $t=0$, and $u\to0$ at late times as long as $n>0$.

### 2. A film with two seed densities

Now let half of the area consist of regions with density $n_0(1-\epsilon)$ and the other half of regions with density $n_0(1+\epsilon)$, where $0\le\epsilon\le1$. The mean density is still $n_0$. The regions are assumed to be so wide that the disc around nearly every point stays inside one region. Define the dimensionless growth variable

$$x=n_0\,\pi v^2t^2 ,$$

which is the mean number of seeds within reach of a point. Each half follows its own Avrami law, and the unswitched fraction of the film is the area average:

$$u=\tfrac12e^{-(1-\epsilon)x}+\tfrac12e^{-(1+\epsilon)x}=e^{-x}\cosh(\epsilon x).$$

For $\epsilon=0$ the single Avrami law returns. For $\epsilon x\ll1$ the expansion of the hyperbolic cosine gives $u\approx e^{-x}(1+\epsilon^2x^2/2)$. For $\epsilon x\gg1$ the seed-poor half dominates and $u\approx\tfrac12e^{-(1-\epsilon)x}$. Two features carry over to other spreads of densities, the second only if the variance is finite.

First, uneven seeding never speeds up the average at a given mean density. Write the relative density of a region as $z=n/n_0$, with area average $\langle z\rangle=1$. The exponential is convex in $z$ and so lies above its tangent at $z=1$:

$$e^{-zx}\ge e^{-x}\left[1-(z-1)x\right].$$

Averaging removes the term in $z-1$ and leaves $\langle e^{-zx}\rangle\ge e^{-x}$.

Second, the early correction depends on the variance alone. Expanding $e^{-(z-1)x}$ to second order and averaging gives

$$\langle e^{-zx}\rangle\approx e^{-x}\left[1+\tfrac12x^2\langle(z-1)^2\rangle\right],$$

which holds when $x|z-1|$ is small for the densities that make up the variance. A small rms spread alone is not enough: if the variance comes from a few very seed-rich regions, the formula holds only at much earlier times. In the two-density film the variance is $\epsilon^2$, in agreement with the result above.

### 3. A continuous spread

Real variation need not come in two values. Let $p(z)\,dz$ be the share of the film area whose relative density lies between $z$ and $z+dz$. With this area weighting the regions need not be equal in size. The unswitched fraction is

$$u=\int_0^\infty p(z)\,e^{-zx}\,dz .$$

The easiest continuous case is $p(z)=e^{-z}$, which has mean 1 and gives

$$u=\int_0^\infty e^{-(1+x)z}dz=\frac1{1+x}.$$

The exponential decay has gone, and an algebraic one has taken its place. This law has a fixed relative variance of 1, however. To let the spread shrink, a family with an adjustable width is needed. The gamma law with shape $k>0$ and mean 1 is

$$p(z)=\frac{k^k}{\Gamma(k)}\,z^{k-1}e^{-kz}.$$

Everything about it follows from one integral. With $s=bz$, and hence $dz=ds/b$,

$$\int_0^\infty z^{a-1}e^{-bz}dz=b^{-a}\int_0^\infty s^{a-1}e^{-s}ds=\frac{\Gamma(a)}{b^a}.$$

Setting $a=k$ and $b=k$ shows that $p$ is normalized. Setting $a=k+1$ gives the mean,

$$\langle z\rangle=\frac{k^k}{\Gamma(k)}\frac{\Gamma(k+1)}{k^{k+1}}=1,$$

because $\Gamma(k+1)=k\Gamma(k)$. Setting $a=k+2$ gives

$$\langle z^2\rangle=\frac{\Gamma(k+2)}{k^2\,\Gamma(k)}=\frac{k+1}{k}.$$

The relative variance is therefore $q=\langle z^2\rangle-1=1/k$. The relative rms spread of the seed density is $\sqrt q$.

### 4. The algebraic unswitched fraction

In the average of the no-seed probability the two exponentials combine to $e^{-(k+x)z}$. The same integral with $a=k$ and $b=k+x$ gives

$$u=\frac{k^k}{\Gamma(k)}\frac{\Gamma(k)}{(k+x)^k}=\left(\frac{k}{k+x}\right)^k .$$

Dividing numerator and denominator by $k$ and using $k=1/q$,

$$\boxed{\,u=\left(1+\frac xk\right)^{-k}=(1+qx)^{-1/q},\qquad x=n_0\pi v^2t^2\,}$$

For $k=1$ this is $1/(1+x)$, as found above. The formula was tested against direct numerical integration of the gamma average for $k=0.5,\,2,\,10,\,1000$ and $x=0.1,\,1,\,8,\,30$. The two agreed to better than one part in a million.

The derivation used the disc area and nothing else about the growth. For any area $a$ lying within one region, the probability that it holds no seed, averaged over the densities, is $(1+qn_0a)^{-k}$. This more general statement is needed in the second half.

### 5. Where the slow tail comes from

At late times, $qx\gg1$, the 1 in the bracket can be dropped:

$$u\approx\left(\frac kx\right)^k\propto t^{-2k}.$$

For $k=2$, the slope $d\ln u/d\ln t$ should approach $-4$. The direct average, taken between $x=10^4$ and $x=4\times10^4$, gives $-3.9996$.

The cause is seen by asking which regions hold the area that is still unswitched. Their share is weighted by the survival factor, so the density law of the survivors is proportional to

$$p(z)e^{-zx}\propto z^{k-1}e^{-(k+x)z}.$$

This is again a gamma law of shape $k$, now with mean

$$\langle z\rangle_{\rm unsw}=\frac{k}{k+x}=\frac1{1+qx}.$$

Seed-rich regions switch early and leave the count. What remains lies in ever more seed-poor regions. The mean $\langle z\rangle_{\rm unsw}$ also sets the rate. Differentiating the average under the integral gives

$$-\frac{du}{dx}=\int_0^\infty z\,p(z)e^{-zx}dz=u\,\langle z\rangle_{\rm unsw}=\frac{u}{1+qx}.$$

Integrating $d\ln u/dx=-1/(1+qx)$ from $u(0)=1$ gives $\ln u=-(1/q)\ln(1+qx)$, which is the boxed law by a second road. Per unit of time the relative rate is $(2x/t)/(1+qx)$. It rises at first, because the discs gain area ever faster, and falls only after $qx=1$.

The power law depends on how the density distribution behaves near $z=0$, and not merely on its variance. Suppose that $p(z)\approx Cz^{k-1}$ for small $z$. At large $x$ the factor $e^{-zx}$ confines the integral to small $z$, and with $s=zx$ the leading term is

$$u\approx Cx^{-k}\int_0^\infty s^{k-1}e^{-s}ds=C\,\Gamma(k)\,x^{-k}.$$

For the gamma law $C=k^k/\Gamma(k)$, and $(k/x)^k$ returns. If instead no region has a density below some $z_{\min}n_0>0$, then $e^{-zx}\le e^{-z_{\min}x}$ everywhere, and $u\le e^{-z_{\min}x}$. The tail is then cut off exponentially. An algebraic tail is thus a statement about the most seed-poor regions.

### 6. What an Avrami plot would show

An Avrami plot draws $\ln(-\ln u)$ against $\ln t$. For the uniform film it is a straight line of slope 2. For the gamma law,

$$-\ln u=\frac1q\ln(1+qx),\qquad \frac{dx}{d\ln t}=2x ,$$

and the chain rule gives the local slope

$$m=\frac{1}{-\ln u}\,\frac{d(-\ln u)}{dx}\,2x=\frac{2qx}{(1+qx)\ln(1+qx)}.$$

For $qx\ll1$ the logarithm is close to $qx$ and $m\to2$. For $qx\gg1$ the slope is $m\approx2/\ln(qx)$, which falls slowly to zero. In this model a slope below 2 does not mean that the domains grow as needles or that growth has changed its dimension. The domains are discs throughout, and the slope drops because the seed density varies.

### 7. Letting the density fluctuations vanish

Hold $n_0$ and $v$ fixed and let $q\to0$. With $\ln(1+y)=y-y^2/2+y^3/3-\dots$ and $y=qx$,

$$\ln u=-\frac1q\ln(1+qx)=-x+\frac{qx^2}{2}-\frac{q^2x^3}{3}+\dots$$

At fixed $x$ all terms after the first vanish, and

$$\lim_{q\to0}(1+qx)^{-1/q}=e^{-x}=e^{-\pi n_0v^2t^2}.$$

The Avrami exponential is recovered. The leading difference is $u-e^{-x}\approx\tfrac12qx^2e^{-x}$, in agreement with the early correction of section 2 for a variance $q$.

The series is valid for $qx<1$, while time runs without limit. A bound settles what happens at all times. The function $\ln(1+y)-y+y^2/2$ vanishes at $y=0$ and has the derivative $y^2/(1+y)\ge0$. So $\ln(1+y)\ge y-y^2/2$ for all $y\ge0$, and also $\ln(1+y)\le y$. With $D=\ln u+x$ these two inequalities say $0\le D\le qx^2/2$. Since $e^{-x}=ue^{-D}$ and $1-e^{-D}\le D$,

$$0\le u-e^{-x}=u(1-e^{-D})\le\tfrac12qx^2u .$$

For $q<\tfrac12$ the right side vanishes at $x=0$ and at infinity. Its maximum lies where the logarithmic derivative is zero:

$$\frac2x-\frac1{1+qx}=0\quad\Rightarrow\quad x=\frac2{1-2q},\qquad 1+qx=\frac1{1-2q}.$$

Inserting this gives a bound that holds for every time,

$$0\le u-e^{-x}\le 2q\,(1-2q)^{1/q-2},$$

and it tends to zero with $q$. The convergence is therefore uniform in time. For $k=10$ the largest difference found numerically is 0.026, under a bound of 0.034. For $k=100$ the numbers are 0.00270 and 0.00276.

The ratio of the two laws behaves differently. It is $u/e^{-x}=e^D$, which stays near 1 while $qx^2\ll1$ and grows without limit afterwards. Even for $k=1000$, at $x=30$ one has $D=30-1000\ln1.03=0.44$, so $u$ is 1.6 times the Avrami value. Small density fluctuations hardly alter the switched charge, but they do govern the last unswitched remnant.

## Second half: finite regions and a capacitor

### 8. Symbols and results carried over

The relative seed density $z=n/n_0$ has mean 1, gamma shape $k$ and relative variance $q=1/k$. The wall speed is $v$, the reach is $R=vt$, and $x=n_0\pi R^2$ is the mean number of seeds within reach. For regions much wider than $R$, the unswitched fraction is $u=(1+qx)^{-1/q}$, and it tends to $e^{-x}$ as $q\to0$. The mean relative density of the regions, weighted by their unswitched area, is $1/(1+qx)$. An area $a$ inside one region is free of seeds with the averaged probability $(1+qn_0a)^{-k}$.

### 9. Numbers for a thin capacitor

Take a square capacitor 10 µm on a side with a ferroelectric film 10 nm thick, at 2.5 V and hence 2.5 MV/cm. Full reversal switches $2P_r=40$ µC/cm². Let the mean seed density be 1000 per µm², or $10^{-3}$ nm⁻², and the wall speed 0.1 nm/ns. With $k=2$ the seed density has a relative rms spread of 0.71. Then

$$x=10^{-3}\,\pi\,(0.1)^2\,t^2=3.14\times10^{-5}\,t^2\qquad(t\text{ in ns}).$$

At 200 ns this gives $x=1.257$ and $u=(1+0.628)^{-2}=0.377$. The Avrami law with the same mean density and speed gives $e^{-1.257}=0.285$. At 500 ns, $x=7.85$ and $u=(4.93)^{-2}=0.041$, against an Avrami value of 0.0004. The regions, weighted by their unswitched area, then have on average $1000/4.93\approx203$ seeds per µm², a fifth of the film average. The local Avrami slope has fallen to 1.0.

To find the time for a wanted unswitched fraction, solve the law for $x$. Raising $u=(1+qx)^{-1/q}$ to the power $-q$ gives $u^{-q}=1+qx$, so

$$x=\frac{u^{-q}-1}{q},\qquad t=\frac1v\sqrt{\frac{x}{\pi n_0}} .$$

For 50% switching $x=2(\sqrt2-1)=0.828$ and $t=162$ ns, compared with 149 ns for the uniform film. For 99% switching $x=2(10-1)=18$ and $t=757$ ns, compared with 383 ns. With mean density and speed held fixed, the density spread costs 9% at the half-way point and nearly doubles the time to reach 99% switching.

The variance alone would not have fixed this tail. The two-density film of section 2 with the same variance has $\epsilon=0.707$. At 500 ns it gives $u=e^{-7.85}\cosh5.55=0.050$, about a fifth above the gamma value. At 1000 ns, where $x=31.4$, it gives $\tfrac12e^{-0.293\times31.4}=5\times10^{-5}$, while the gamma law gives 0.0036.

For regions much wider than the reach of the walls, a gamma spread of seed densities turns the Avrami exponential into the algebraic law $u=(1+qx)^{-1/q}$, and the exponential returns as the density fluctuations vanish. What remains is to see how finite regions, scatter between devices, late seeds, uneven wall speed and the measuring circuit affect this result, and how the model compares with a real film.

Numbers in the example were calculated in double precision.
